# Oscillator strengths from the ground state of the infinite square well

A particle of mass $m$ moves along $x$ with zero potential energy for $0<x<L$ and impenetrable walls at $x=0$ and $x=L$. Its levels are numbered $n=1,2,3,\dots$ in order of rising energy. Light polarized along $x$, with a wavelength much longer than $L$, drives transitions from the ground state. The strength of the transition $1\to n$ is measured by the dimensionless oscillator strength

$$f_{n1}=\frac{2m}{\hbar^2}\,(E_n-E_1)\,|x_{n1}|^2,\qquad x_{n1}=\int_0^L\psi_n\,x\,\psi_1\,dx .$$

This is the definition for motion in one dimension; it contains no factor $1/3$ from an average over directions.

## (a) Find the normalized states, the energies and $E_n-E_1$.

**Answer.** Between the walls $-(\hbar^2/2m)\psi''=E\psi$, and $\psi$ must vanish at both walls. For $E\le 0$ the solutions that vanish at $x=0$ are proportional to $x$ or to a hyperbolic sine, and neither vanishes again at $x=L$. For $E>0$ the condition at $x=0$ leaves $\sin kx$ with $E=\hbar^2k^2/2m$, and the condition at $x=L$ requires $kL=n\pi$. Since $\int_0^L\sin^2(n\pi x/L)\,dx=L/2$,

$$\psi_n=\sqrt{\frac2L}\,\sin\frac{n\pi x}{L},\qquad E_n=\frac{n^2\pi^2\hbar^2}{2mL^2},\qquad E_n-E_1=\frac{(n^2-1)\pi^2\hbar^2}{2mL^2}.$$

## (b) Calculate $x_{n1}$ for every $n>1$.

**Answer.** The identity $2\sin\alpha\sin\beta=\cos(\alpha-\beta)-\cos(\alpha+\beta)$ gives

$$x_{n1}=\frac1L\,(J_{n-1}-J_{n+1}),\qquad J_q=\int_0^L x\cos\frac{q\pi x}{L}\,dx .$$

Integrate by parts for a nonzero integer $q$:

$$J_q=\left[\frac{xL}{q\pi}\sin\frac{q\pi x}{L}\right]_0^L-\frac{L}{q\pi}\int_0^L\sin\frac{q\pi x}{L}\,dx
=0+\frac{L^2}{q^2\pi^2}\left[\cos\frac{q\pi x}{L}\right]_0^L=\frac{L^2}{q^2\pi^2}\left[(-1)^q-1\right].$$

If $n$ is odd, $n-1$ and $n+1$ are even, both integrals vanish, and $x_{n1}=0$. If $n$ is even, both are odd and $J_q=-2L^2/(q^2\pi^2)$, so

$$x_{n1}=-\frac{2L}{\pi^2}\left[\frac1{(n-1)^2}-\frac1{(n+1)^2}\right]
=-\frac{2L}{\pi^2}\,\frac{(n+1)^2-(n-1)^2}{(n^2-1)^2}=-\frac{8nL}{\pi^2(n^2-1)^2},$$

because the numerator is $4n$. The overall sign depends on the signs chosen for the states and drops out of $|x_{n1}|^2$.

The zeros express a selection rule. Under reflection about the centre, $x\to L-x$, the state $\psi_n$ is multiplied by $(-1)^{n+1}$. Write $x=L/2+(x-L/2)$. The constant contributes nothing, by orthogonality, and the remainder is odd about the centre. It therefore connects the even state $\psi_1$ with odd states, which are those of even $n$.

## (c) Obtain $f_{n1}$, evaluate it for $n=2$ and $n=4$, and explain its dependence on $m$, $L$ and $n$.

**Answer.** For even $n$, insert (a) and (b) in the definition:

$$f_{n1}=\frac{(n^2-1)\pi^2}{L^2}\cdot\frac{64n^2L^2}{\pi^4(n^2-1)^4}=\frac{64\,n^2}{\pi^2(n^2-1)^3}.$$

For odd $n>1$, $f_{n1}=0$. The first two nonzero values are

$$f_{21}=\frac{64\cdot4}{27\pi^2}=\frac{256}{27\pi^2}=0.961,\qquad f_{41}=\frac{64\cdot16}{3375\,\pi^2}=0.0307 .$$

Neither $m$ nor $L$ survives. The energy difference scales as $1/(mL^2)$ and $|x_{n1}|^2$ as $L^2$, while the prefactor supplies one power of $m$.

From $n=2$ to $n=4$ the energy difference grows by the factor $15/3=5$, but $|x_{n1}|^2$ changes by $(4/2)^2(3/15)^4=4/625$. The product is $4/125$, so the second line is about thirty times weaker than the first. For large even $n$, $f_{n1}\approx64/(\pi^2n^4)$.

## (d) For an electron in a well with $L=1$ nm, find the energy and wavelength of the first transition and $|x_{21}|$. Recover $f_{21}$ from these numbers.

**Answer.** With the electron mass $9.109\times10^{-31}$ kg, the formula in (a) gives $E_1=0.376$ eV. Then

$$E_2-E_1=3E_1=3\times0.376\ \text{eV}=1.128\ \text{eV},$$

and the vacuum wavelength is $hc/(E_2-E_1)=1099$ nm. This is about a thousand times $L$, as the long-wavelength assumption requires. The matrix element is

$$|x_{21}|=\frac{16L}{9\pi^2}=0.1801\ \text{nm}.$$

Since $E_1=\pi^2\hbar^2/(2mL^2)$, the prefactor $2m/\hbar^2$ equals $\pi^2/(E_1L^2)$. Therefore

$$f_{21}=\pi^2\,\frac{E_2-E_1}{E_1}\,\frac{|x_{21}|^2}{L^2}=\pi^2\times3\times(0.1801)^2=0.96 .$$

## (e) Find the exact sum of $f_{n1}$ over all even $n$. The well states may be taken as complete.

**Answer.** Let $a=1/(n-1)$ and $b=1/(n+1)$. Then

$$ab=\frac1{n^2-1},\qquad a-b=\frac{2}{n^2-1}=2ab,\qquad a+b=\frac{2n}{n^2-1}.$$

The $n$-dependent part of $f_{n1}$ becomes

$$\frac{n^2}{(n^2-1)^3}=\frac{(a+b)^2}{4}\cdot\frac{a-b}{2}=\frac{(a+b)^2(a-b)}8 .$$

Expand the numerator, using first $ab=(a-b)/2$ and then $(a-b)^2=a^2+b^2-2ab=a^2+b^2-(a-b)$:

$$(a+b)(a^2-b^2)=a^3-b^3+ab(a-b)=a^3-b^3+\tfrac12(a-b)^2
=a^3-b^3+\tfrac12(a^2+b^2)-\tfrac12(a-b).$$

Hence

$$\frac{n^2}{(n^2-1)^3}=\frac{a^3-b^3}{8}+\frac{a^2+b^2}{16}-\frac{a-b}{16}.$$

Now sum over $n=2,4,\dots,N$ and put $M=N+1$. The values of $a$ are $1,\frac13,\dots,\frac1{N-1}$, and those of $b$ are $\frac13,\frac15,\dots,\frac1M$. The differences telescope:

$$\sum(a-b)=1-\frac1M,\qquad \sum(a^3-b^3)=1-\frac1{M^3}.$$

With $O_N=1+\frac1{3^2}+\dots+\frac1{(N-1)^2}$, the squares give

$$\sum(a^2+b^2)=O_N+\left(O_N-1+\frac1{M^2}\right)=2O_N-1+\frac1{M^2}.$$

The constants combine to $\frac18-\frac1{16}-\frac1{16}=0$, leaving

$$\sum_{n=2,4,\dots}^{N}\frac{n^2}{(n^2-1)^3}=\frac{O_N}{8}+\frac1{16M}+\frac1{16M^2}-\frac1{8M^3}.$$

To find the limit of $O_N$, expand the constant function $1$ on $0<x<L$ in the well states. Its coefficients are

$$c_j=\sqrt{\frac2L}\int_0^L\sin\frac{j\pi x}{L}\,dx=\sqrt{\frac2L}\,\frac{L}{j\pi}\left[1-(-1)^j\right].$$

They vanish for even $j$, and for odd $j$ they give $c_j^2=8L/(\pi^2j^2)$. Completeness makes $\sum_jc_j^2$ equal to the integral of the squared function. That function need not vanish at the walls; it need only be square-integrable. Thus

$$L=\frac{8L}{\pi^2}\sum_{j\ \text{odd}}\frac1{j^2},\qquad\text{so}\qquad O_N\to\frac{\pi^2}{8}.$$

The terms in $1/M$ vanish as $N\to\infty$, and

$$\sum_{n\ \text{even}}f_{n1}=\frac{64}{\pi^2}\cdot\frac18\cdot\frac{\pi^2}8=1 .$$

## (f) Derive the total without using the individual strengths. On what does it depend?

**Answer.** Let $\varphi=x\psi_1$ and $H=-(\hbar^2/2m)\,d^2/dx^2$ between the walls. The expansion coefficients of $\varphi$ are $x_{n1}$. Those of $(H-E_1)\varphi$ are $(E_n-E_1)x_{n1}$: two integrations by parts move the derivatives onto $\psi_n$, and the boundary terms vanish because $\varphi$ and $\psi_n$ are both zero at the walls. Completeness then gives

$$\sum_n(E_n-E_1)|x_{n1}|^2=\int_0^L\varphi\,(H-E_1)\varphi\,dx .$$

Since $\varphi''=x\psi_1''+2\psi_1'$ and $-(\hbar^2/2m)\psi_1''=E_1\psi_1$, the terms containing $x$ cancel and $(H-E_1)\varphi=-(\hbar^2/m)\psi_1'$. Therefore

$$\int_0^L\varphi\,(H-E_1)\varphi\,dx=-\frac{\hbar^2}{2m}\int_0^Lx\,(\psi_1^2)'\,dx
=-\frac{\hbar^2}{2m}\left(\left[x\psi_1^2\right]_0^L-\int_0^L\psi_1^2\,dx\right)=\frac{\hbar^2}{2m}.$$

Multiplication by $2m/\hbar^2$ gives $1$. The term $n=1$ is zero because its energy difference is zero.

A smooth potential $V(x)$ between the walls would add $V\varphi$ to $H\varphi$, and the equation for $\psi_1$ would cancel it again. The total is then still $1$, although the individual strengths depend on $V$. The cancellation uses a constant mass and a potential that acts by multiplication; without these the argument fails.

The starting state matters for the signs. The same steps with $\psi_2$ in place of $\psi_1$ again give a total of $1$, but this now includes the downward transition, whose strength is $-f_{21}=-0.961$. The upward strengths from $n=2$ therefore add up to $1.961$. From the ground state no term is negative, so each $f_{n1}$ is a fraction of the total.

## (g) How much strength is missing if the sum stops at $n=N$? Compare an estimate with the actual value for $N=10$.

**Answer.** The formula in (c) gives:

| $n$ | $f_{n1}$ | running sum |
|---|---|---|
| 2 | 0.96067 | 0.96067 |
| 4 | 0.03074 | 0.99142 |
| 6 | 0.00544 | 0.99686 |
| 8 | 0.00166 | 0.99852 |
| 10 | 0.00067 | 0.99919 |

The first line carries 96.1 % of the strength, and all the others together carry 3.9 %.

For large $N$ use $f_{n1}\approx64/(\pi^2n^4)$. Even values of $n$ are two units apart, so each term stands for the interval from $n-1$ to $n+1$, and the sum is approximately half an integral that starts at $N+1$:

$$1-\sum_{n=2,4,\dots}^{N}f_{n1}\approx\frac{64}{\pi^2}\cdot\frac12\int_{N+1}^\infty\frac{dn}{n^4}=\frac{32}{3\pi^2(N+1)^3}.$$

For $N=10$ this is $32/(3\pi^2\times1331)=8.12\times10^{-4}$. The actual missing strength is $8.11\times10^{-4}$, so the estimate is too large by about 0.2 % of that value. The estimate is too large for every even $N$. With $a$ and $b$ as in (e), $4(a^2+ab+b^2)-(a-b)^2=3(a+b)^2$; multiplying by $(a-b)/24$ gives $\frac{(a+b)^2(a-b)}{8}=\frac{a^3-b^3}{6}-\frac{(a-b)^3}{24}$. Summed over $n=N+2,N+4,\dots$, the first part telescopes to $1/[6(N+1)^3]$, which times $64/\pi^2$ is exactly the estimate, while the second part is negative because $a>b$. The estimate is therefore an upper bound on the missing strength.
